# Why step pairing grows in 25 seconds without step repulsion

## Question

I have a train of parallel steps on a vicinal surface growing from a deposited flux of 0.1 monolayer per second. The steps do not repel each other, and the "attachment asymmetry" is $-0.2$. I am asked to show that the step-pairing mode, in which terraces are alternately wide and narrow, has an e-folding time of 25 s.

I reasoned that a wide terrace gives 60% of its atoms to the step at its front and 40% to the step at its rear. The difference is 0.2, so the growth rate should be $0.2\times0.1=0.02$ per second, and the time 50 s. Where does the missing factor of two come from? I also don't see how there can be an answer at all when no terrace width is given. Does 25 s hold for any train?

## Answer

Your 60/40 split is right. The factor is lost because the narrow terrace shrinks while the wide one grows. The width cancels under a condition that the exercise leaves unsaid: the split must not depend on the terrace width.

### Conventions and the step velocity

Let the surface descend in the $+x$ direction. Step $n$ is at $x_n$, and the terrace in front of it, on its lower side, has width $w_n=x_{n+1}-x_n$. Growing steps move towards $+x$.

The flux $F$ is in layers per second, where one layer ("monolayer") has the height of one step. Assume that every deposited atom reaches one of the two steps bordering its terrace, with no desorption, no islands and no crossing of steps. Assume also that the adatoms adjust to the widths without delay.

Define $a$ as the share of a terrace's atoms taken by the step behind it minus the share taken by the step ahead. The shares add to one, so they are $(1+a)/2$ and $(1-a)/2$. For $a=-0.2$ they are 0.4 and 0.6.

A terrace of width $w$ collects $Fw$ per unit length of step. A step that absorbs one layer over 1 nm advances 1 nm, so this supply is directly a velocity. Step $n$ is the rear border of terrace $n$ and the front border of terrace $n-1$:

$$v_n=F\left[\frac{1+a}{2}\,w_n+\frac{1-a}{2}\,w_{n-1}\right].$$

### The pairing mode

Let the widths alternate between $W$ (wide) and $N$ (narrow). The step at the rear of a wide terrace has $W$ in front and $N$ behind; the step at its front has the reverse:

$$v_{\rm rear}=F\left[\frac{1+a}{2}W+\frac{1-a}{2}N\right],\qquad
v_{\rm front}=F\left[\frac{1+a}{2}N+\frac{1-a}{2}W\right].$$

The wide terrace widens at the rate $v_{\rm front}-v_{\rm rear}$. The coefficient of $W$ in this difference is $F[(1-a)-(1+a)]/2=-aF$, and that of $N$ is $+aF$. Hence

$$\frac{dW}{dt}=-aF(W-N).$$

This is where your 0.02 per second appears. But it multiplies $W-N$, which is twice the deviation of $W$ from the mean width. Since $W+N$ is fixed, $dN/dt=+aF(W-N)$, and subtraction gives

$$\frac{d(W-N)}{dt}=-2aF\,(W-N).$$

The growth rate and e-folding time are therefore

$$-2aF=2\times0.2\times0.1\ \mathrm{s^{-1}}=0.04\ \mathrm{s^{-1}},\qquad
\tau=\frac{1}{0.04\ \mathrm{s^{-1}}}=25\ \mathrm{s}.$$

In that time $F\tau=2.5$ layers are deposited. The mean width has dropped out because velocities are proportional to widths: doubling all widths doubles all velocities and leaves the relative rates unchanged.

The sign also has a plain meaning. For negative $a$, a wide terrace feeds its front step more than its rear step, so the front runs away. For $a=+0.2$ the same mode decays with a time constant of 25 s.

### Is pairing the fastest mode?

Displace the steps by $\epsilon e^{iqn+st}$ from uniform motion. The width in front of step $n$ then changes by the factor $e^{iq}-1$ times its displacement, and the width behind it by $1-e^{-iq}$ times its displacement. The velocity law gives

$$\begin{aligned}
s&=\frac F2\left[(1+a)(e^{iq}-1)+(1-a)(1-e^{-iq})\right]\\
&=\frac F2\left[(e^{iq}-e^{-iq})+a(e^{iq}+e^{-iq}-2)\right]\\
&=F\left[i\sin q-a(1-\cos q)\right].
\end{aligned}$$

For $a<0$ the real part is largest at $q=\pi$, where displacements alternate in sign. This is pairing, and its rate is again $-2aF$. The imaginary part vanishes there, so the pattern stays attached to the same steps. A pattern repeating every four steps has $q=\pi/2$ and grows at half the rate. In the long-wave limit the rate falls as $-aFq^2/2$.

### When is the split independent of width?

To find the split, solve for the adatoms. Let $u(x)$ be their coverage in excess of equilibrium, $D$ their diffusivity, and $k_{\rm low}$ and $k_{\rm up}$ the attachment coefficients of a step for atoms from its lower and upper terraces. On a terrace $0<x<w$,

$$Du''+F=0,\qquad Du'(0)=k_{\rm low}u(0),\qquad -Du'(w)=k_{\rm up}u(w).$$

Call the flux to the rear step $J_r=Du'(0)$. Integrating twice gives

$$u(x)=\frac{J_r}{k_{\rm low}}+\frac{J_rx}{D}-\frac{Fx^2}{2D}.$$

The front step receives the rest, $J_f=Fw-J_r$, so $u(w)=(Fw-J_r)/k_{\rm up}$. Equate the two expressions for $u(w)$, multiply by $D$, and write $d_{\rm low}=D/k_{\rm low}$, $d_{\rm up}=D/k_{\rm up}$ and $S=d_{\rm low}+d_{\rm up}$:

$$J_r(w+S)=Fw\left(\frac w2+d_{\rm up}\right).$$

Thus $J_r=Fw(w/2+d_{\rm up})/(w+S)$ and $J_f=Fw(w/2+d_{\rm low})/(w+S)$. The difference of shares is

$$a(w)=\frac{J_r-J_f}{Fw}=\frac{d_{\rm up}-d_{\rm low}}{w+S}.$$

It is nearly constant when $S\gg w$, that is, when attachment is slow compared with diffusion across the terrace. Then $a=(k_{\rm low}-k_{\rm up})/(k_{\rm low}+k_{\rm up})$, and $a=-0.2$ means $k_{\rm low}/k_{\rm up}=2/3$.

If $S$ is not large, repeat the pairing argument with $G(w)=J_r-J_f=Fw\,a(w)$. The wide terrace now obeys $dW/dt=-[G(W)-G(N)]$, and the narrow one the opposite. For a small difference around the mean width $l$,

$$\frac{d(W-N)}{dt}=-2G'(l)(W-N),\qquad
G'(l)=F\frac{(d_{\rm up}-d_{\rm low})S}{(l+S)^2}=F\,a(l)\frac{S}{l+S}.$$

Suppose that $-0.2$ is the share difference at the mean width, but $S=l$. The last factor is $1/2$, and the e-folding time is 50 s. It equals your first answer by coincidence. So 25 s holds for any mean width within the slow-attachment model, but not for every train with a share difference of $-0.2$.

### An example with the geometry of vicinal Si(111)

Take molecular-beam growth at 1200 K on a surface miscut by 0.5°. Here one layer is a bilayer, about 0.314 nm high, so

$$l=\frac{0.314\ \mathrm{nm}}{\tan0.5^\circ}=36\ \mathrm{nm},$$

and the mean step velocity is $Fl=3.6$ nm/s. For the adatoms I use illustrative values, chosen to make attachment slow: $D=5\times10^6\ \mathrm{nm^2/s}$, $k_{\rm low}=4000$ nm/s and $k_{\rm up}=6000$ nm/s. Then

$$S=\frac{5\times10^6}{4000}\ \mathrm{nm}+\frac{5\times10^6}{6000}\ \mathrm{nm}=2083\ \mathrm{nm},$$

so $l/S=0.017$ and attachment is slow in the required sense.

Start with widths 1% above and below the mean. In the constant-share model the equation for $W-N$ is linear even at finite amplitude, so growth stays exponential until steps meet. The narrow terraces reach half the mean width when the modulation has grown from 1% to 50%:

$$t=25\ \mathrm{s}\times\ln50=98\ \mathrm{s},$$

after 9.8 deposited layers.

### How much do the neglected effects change?

Each estimate below is relative to 0.04 per second, with the other settings held fixed. Let $K=k_{\rm low}+k_{\rm up}=10^4$ nm/s.

**Finite diffusion.** At fixed attachment coefficients, $d_{\rm up}-d_{\rm low}=aS$ with $a=-0.2$. The formula for $G'$ then multiplies the rate by $(1+l/S)^{-2}$, a reduction of 3.4%.

**Adatom storage.** A widening terrace must also fill its new area with adatoms. Let the wide terrace have width $l+\epsilon$ and coverage $\theta+\eta$, and the narrow one $l-\epsilon$ and $\theta-\eta$. For slow attachment the coverage is nearly uniform on each terrace. The rear step of the wide terrace gains the extra velocity $(k_{\rm low}-k_{\rm up})\eta=aK\eta$, and the front step gains $-aK\eta$, so $\dot\epsilon=-2aK\eta$. Adatom balance on the wide terrace reads

$$\theta\dot\epsilon+l\dot\eta=F\epsilon-K\eta.$$

The term $l\dot\eta$ is smaller than $K\eta$ by $0.04\,l/K\approx10^{-4}$ and can be dropped. Inserting $\dot\epsilon$ gives $K\eta=F\epsilon/(1-2a\theta)$, so the rate is divided by $1+2|a|\theta$. With a rough equilibrium coverage $\theta_{\rm eq}=0.05$ and the small excess $Fl/K=0.00036$, the reduction is 2.0%.

**Desorption.** Take an adatom lifetime of 50 s, chosen short so that the effect is not understated: the vapour pressure of silicon at 1200 K points to a loss several times smaller. The assumed loss is about $0.05/50=0.001$ layer per second. The net flux, and with it the rate, falls by 1.0%.

**Repulsion.** Let each terrace contribute an energy $A/w^2$ per unit step length, with roughly $A=0.05$ eV nm. Adding an atom of layer area $\Omega=0.064\ \mathrm{nm^2}$ to step $n$ costs

$$\mu_n=2A\Omega\left(\frac1{w_n^3}-\frac1{w_{n-1}^3}\right).$$

At the rear of a wide terrace this is $-12A\Omega\epsilon/l^4$ to first order, and at its front the opposite. The equilibrium coverage is therefore lowered at the rear step and raised at the front step by

$$\sigma=\frac{12A\Omega\theta_{\rm eq}\epsilon}{l^4k_BT}.$$

Adatom balance, now without storage, gives $K\eta+aK\sigma=F\epsilon$. The rear step's extra velocity is $k_{\rm low}(\eta+\sigma)+k_{\rm up}(\sigma-\eta)=aK\eta+K\sigma$, and the front step's is the negative of this. Hence

$$\dot\epsilon=-2(aK\eta+K\sigma)=-2aF\epsilon-2K(1-a^2)\sigma.$$

With $k_BT=0.103$ eV, repulsion lowers the rate by 0.5%. The correction is proportional to $K$, so it is small here because attachment was chosen slow. The factor $l^{-4}$ makes this correction grow quickly on steeper surfaces.

**Islands.** A round island of radius $r$ costs $2\pi r\beta-\pi r^2\Delta\mu/\Omega$, where $\beta$ is the step energy per length and $\Delta\mu=k_BT\ln(1+0.00036/0.05)$ is the gain per atom. The maximum lies at $r=\beta\Omega/\Delta\mu$ and has height $\pi\beta^2\Omega/\Delta\mu$. For roughly $\beta=0.3$ eV/nm, the critical diameter is 52 nm, wider than the mean terrace, and the barrier is about $240\,k_BT$. On a terrace widened to $1.5\,l$ the excess coverage is higher, but the barrier is still about $160\,k_BT$. Nucleation is negligible for these parameters.

To first order these reductions add to about 7%. The rate becomes 0.037 per second and the e-folding time about 27 s. One effect is left out of the sum: seen from the moving steps, the adatoms drift backwards. For these parameters this lowers the rate by slightly less than another 1% and leaves the rounded values unchanged.

### What this says about a real surface

The asymmetry is the one posed in your exercise, not a measured property of Si(111), and the diffusivity, attachment coefficients and adatom lifetime are only illustrative. The attachment coefficients imply a step mobility $K\theta_{\rm eq}\Omega=32\ \mathrm{nm^3/s}$, roughly a thousand times below values reported from step fluctuations on Si(111) near 900 °C. With $K$ raised a hundredfold at the same $D$ and $k_{\rm low}/k_{\rm up}$, or with $K$ and $D$ both raised two hundredfold, the pairing mode of this example decays instead of growing. The estimate of 27 s therefore tells you how good the simple model is for these parameters; it does not predict a particular experiment. If attachment is fast enough to make $S$ equal to the mean terrace width, the formula for $G'$ alone gives 50 s for the same share difference, rising to 125 s at $S=l/4$. These two values leave out storage, drift, desorption and repulsion, which are no longer small there: with the example's other parameters the time at $S=l$ is about 120 s, and at $S=l/4$ the mode decays. For still smaller $S$ a share difference of $-0.2$ cannot occur, because $d_{\rm up}$ would have to be negative. Heating by a direct current through the sample can make adatoms drift, which this model leaves out, as it does bending of the steps and adatoms crossing them.

Numerical values quoted here were computed with a short program.
